# Why a pyroelectric plate need not show its spontaneous polarization outside

## Question

I am learning about wide-gap semiconductors with a polar axis, the kind used in power and radio-frequency transistors. Take a plate cut perpendicular to that axis, with spontaneous polarization $P_0=9000\ \mathrm{statC/cm^2}$, which is $0.030\ \mathrm{C/m^2}$. Its faces carry bound charge $\pm P_0$, so I expected a field of about $4\pi P_0=1.13\times10^5\ \mathrm{statV/cm}$ near the surface. Yet a plate that has been lying on a bench is said to show next to nothing outside.

Has the polarization disappeared? If surface states and charge from the air cancel it, what decides how much charge arrives, and is the cancellation complete? And how can such a crystal still respond electrically when it is heated?

## Answer

The polarization is still there. Two things are mixed together in your estimate: $4\pi P_0$ is not the field outside a plate even when its faces are bare, and the faces need not stay bare. It helps to take them one at a time.

### The field inside

I use Gaussian units. Let the plate have thickness $d$ and a radius $R\gg d$, with the polarization along its normal, $+z$. In a field $E$ along $z$ the polarization is

$$P=P_0+\chi E,\qquad \varepsilon=1+4\pi\chi .$$

Here $P_0$ is the polarization at zero field. More precisely, it is the bound charge per area on the $+z$ face for a stated insulating termination, before any charge has been transferred. This fixes what counts as bound and what counts as compensating charge.

Let the compensating charge per area be $-\sigma$ on the $+z$ face and $+\sigma$ on the other. The net charge per area on the $+z$ face is then

$$s=P-\sigma ,$$

and the other face carries $-s$. A wide sheet with charge $s$ per area makes a field $2\pi s$ pointing away from it on each side. Between the faces, the upper sheet contributes $-2\pi s$ and the lower, negative sheet also contributes $-2\pi s$. Hence

$$E=-4\pi s=-4\pi(P_0+\chi E-\sigma).$$

Moving the term with $E$ to the left gives $(1+4\pi\chi)E=-4\pi(P_0-\sigma)$, so

$$E=-\frac{4\pi(P_0-\sigma)}{\varepsilon},\qquad s=-\frac{E}{4\pi}=\frac{P_0-\sigma}{\varepsilon}. \tag{1}$$

The field is set by the difference $P_0-\sigma$. The polarization itself is

$$P=\sigma+s=\sigma+\frac{P_0-\sigma}{\varepsilon}. \tag{2}$$

If $\sigma=P_0$, the field vanishes and $P=P_0$. Compensation removes the field and leaves the polarization at its zero-field value. It is the bare plate, $\sigma=0$, whose polarization is reduced, to $P_0/\varepsilon$, because its own field opposes $P_0$.

### The field outside, even without compensation

Above an infinitely wide plate the two sheets give $+2\pi s$ and $-2\pi s$, which add to zero. What remains outside a real plate is a fringe field due to its finite radius.

To find it on the axis, start with one uniformly charged disc, at distance $u$ from its centre. A ring of radius $\rho$ carries charge $2\pi s\rho\,d\rho$, and only the axial part of its field survives:

$$E_{\rm disc}(u)=\int_0^R\frac{2\pi s\rho\,u\,d\rho}{(u^2+\rho^2)^{3/2}}
=2\pi s\left[1-\frac{u}{\sqrt{u^2+R^2}}\right].$$

At height $h$ above the positive face, that face is at distance $h$ and the negative one at $h+d$. Subtracting the two fields gives

$$E_{\rm out}=2\pi s\left[\frac{h+d}{\sqrt{(h+d)^2+R^2}}-\frac{h}{\sqrt{h^2+R^2}}\right]. \tag{3}$$

The function $u/\sqrt{u^2+R^2}$ has derivative $R^2/(u^2+R^2)^{3/2}$, so for small $d$

$$E_{\rm out}\simeq\frac{2\pi s\,d\,R^2}{(h^2+R^2)^{3/2}} .$$

Close to the face this is $2\pi s\,d/R$, smaller than the inside field $4\pi s$ by the factor $d/(2R)$. Far away, $h\gg R$, it becomes $2(\pi R^2 d\,s)/h^3$, the axial field of a dipole whose moment is the face charge $\pi R^2s$ times $d$.

The bracket in (3) is positive, because $u/\sqrt{u^2+R^2}$ grows with $u$. The field therefore points away from the positive face and pulls negative ions towards it. Below the plate the field also points along $+z$, which is towards the negative face, and it brings positive ions there. The fringe field thus attracts the charge that weakens it.

Equation (3) assumes uniform face charge. For $\varepsilon>1$ this is a thin-plate approximation, since the fringe field polarizes the plate a little more. Let $E_o$ be the normal field just outside the centre of the upper face. The displacement jumps there by $4\pi$ times the compensating charge:

$$E_o-(\varepsilon E+4\pi P_0)=-4\pi\sigma
\quad\Rightarrow\quad
E=\frac{E_o-4\pi(P_0-\sigma)}{\varepsilon}.$$

The total field jumps by $4\pi s$, so

$$s=\frac{E_o-E}{4\pi}=\frac{P_0-\sigma}{\varepsilon}+\left(1-\frac1\varepsilon\right)\frac{E_o}{4\pi}.$$

With $E_o\simeq2\pi s\,d/R$, the relative correction at the centre is about $(1-1/\varepsilon)\,d/(2R)$, or 1 % for $\varepsilon=10$ and $R/d=40$.

A numerical solution of Poisson's equation for the whole disc, rim included, tests this. I compared it with (3) at $h=R/2$ and $h=R$. For $\varepsilon=1$, where (3) is exact, the larger deviation, relative to (3), is about 0.1 %, which is numerical error. For $\varepsilon=10$ it is about 9 %, 2 % and 1 % at $R/d=10$, 40 and 160. The deviation thus comes from the dielectric response and fades as the plate gets thinner. The larger deviation is the one at $h=R$. It exceeds the estimate above, which covers only the charge at the centre of the face and not the rest of the disc; at $h=R/2$ the deviation is smaller than that estimate.

### What it costs to compensate

Charge moves to the faces if doing so lowers the energy. Per unit volume, the plate stores field energy and the elastic energy of changing $P$ from $P_0$:

$$w=\frac{E^2}{8\pi}+\frac{(P-P_0)^2}{2\chi}
=2\pi(P-\sigma)^2+\frac{(P-P_0)^2}{2\chi},$$

where $E=-4\pi(P-\sigma)$ was inserted. Corrections to the energy from the finite radius are neglected. At fixed $\sigma$, the minimum over $P$ satisfies

$$4\pi(P-\sigma)+\frac{P-P_0}{\chi}=0,$$

which is $P-P_0=\chi E$, the response assumed above. From (1) and (2), $P-\sigma=(P_0-\sigma)/\varepsilon$ and $P-P_0=-4\pi\chi(P_0-\sigma)/\varepsilon$. Therefore

$$w=\frac{(P_0-\sigma)^2}{\varepsilon^2}\left(2\pi+8\pi^2\chi\right)
=\frac{2\pi(P_0-\sigma)^2}{\varepsilon},$$

since $2\pi+8\pi^2\chi=2\pi\varepsilon$. Per unit area the energy is $d$ times this, so a thicker plate has more to gain from compensation.

Now allow two sources of charge.

- **Surface states.** An electron leaves a filled state on the negative face and enters an empty state on the positive face. Without a field this costs $\Delta_s$. At most $N_s$ electrons per area can be moved.
- **Adsorbed ions.** A negative ion settles on the positive face and a positive ion on the negative face, both formed from neutral surroundings. The cost per pair is $\Delta_a>\Delta_s$, and the supply is unlimited.

I take sharp levels, zero-temperature occupation, fixed costs and charge smeared evenly over each face. The band gap is assumed larger than $\Delta_a$, so that transfer between the bands does not begin first. The interior is assumed to hold no mobile carriers and no charged dopants or defects. Where such charge is appreciable, it also shapes the field, and the formulas below do not apply as they stand. With $e>0$ the elementary charge and $\sigma=e(n_s+n_a)$, the energy per area is

$$W=\frac{2\pi d}{\varepsilon}\left[P_0-e(n_s+n_a)\right]^2+\Delta_s n_s+\Delta_a n_a .$$

Its derivative with respect to either density is

$$\frac{\partial W}{\partial n_i}=\Delta_i-\frac{4\pi e d(P_0-\sigma)}{\varepsilon}=\Delta_i-eV,\qquad V=|E|d .$$

A source therefore opens when the electron gains more from the voltage across the plate than the transfer costs. As charge moves, $V$ falls, and transfer stops at $eV=\Delta_i$ or when the source is empty. Since the energy must pay for the transfer, some voltage is left over: in this model compensation is never complete while the costs are positive.

### Four stages as the plate gets thicker

Suppose first that the surface states cannot do the whole job, $eN_s<P_0$.

**No transfer.** A bare plate has $eV=4\pi eP_0d/\varepsilon$. This is below $\Delta_s$ as long as

$$d<d_1=\frac{\varepsilon\Delta_s}{4\pi eP_0}.$$

**Surface states at work.** Beyond $d_1$, setting $eV=\Delta_s$ gives

$$n_s=\frac1e\left(P_0-\frac{\varepsilon\Delta_s}{4\pi e d}\right)=\frac{P_0}{e}\left(1-\frac{d_1}{d}\right).$$

The voltage stays at $\Delta_s/e$. The states run out when $n_s=N_s$, at

$$d_2=\frac{\varepsilon\Delta_s}{4\pi e(P_0-eN_s)} .$$

**States exhausted.** The charge is now fixed at $eN_s$, and the voltage $V=4\pi d(P_0-eN_s)/\varepsilon$ rises again with thickness. It reaches $\Delta_a/e$ at $d_3=d_2\Delta_a/\Delta_s$.

**Ions at work.** Beyond $d_3$, the condition $eV=\Delta_a$ gives

$$n_a=\frac1e\left(P_0-eN_s-\frac{\varepsilon\Delta_a}{4\pi e d}\right),\qquad |E|=\frac{\Delta_a}{ed}.$$

The voltage is pinned, and the inside field falls as $1/d$.

Two other cases follow directly. If $eN_s\ge P_0$, the states never run out and the voltage stays at $\Delta_s/e$ for every $d>d_1$. If ions are kept away, the third stage continues beyond $d_3$, until some process outside the model supplies charge.

### Numbers for thin plates

Take your $P_0$ with the round values $\varepsilon=10$, $N_s=10^{13}\ \mathrm{cm^{-2}}$, $\Delta_s=2$ eV and $\Delta_a=3$ eV. These are model parameters and describe no particular material.

Full compensation would need $P_0/e=1.87\times10^{13}\ \mathrm{cm^{-2}}$, so the states can supply a little over half. The bare inside field is $4\pi P_0/\varepsilon=1.13\times10^4\ \mathrm{statV/cm}$, or 3.39 MV/cm. Therefore

$$d_1=\frac{2\ \mathrm{V}}{3.39\times10^6\ \mathrm{V/cm}}=5.9\ \mathrm{nm}.$$

The part of $P_0$ that the states leave over is $(1.874-1.000)/1.874=0.466$, which gives $d_2=5.9/0.466=12.7$ nm and $d_3=\tfrac32d_2=19.0$ nm. One plate from each stage:

| $d$ (nm) | $n_s$ ($10^{13}$ cm⁻²) | $n_a$ ($10^{13}$ cm⁻²) | $V$ (V) | $\lvert E\rvert$ (MV/cm) |
|---|---|---|---|---|
| 4 | 0 | 0 | 1.36 | 3.39 |
| 9 | 0.65 | 0 | 2.00 | 2.22 |
| 16 | 1.00 | 0 | 2.53 | 1.58 |
| 60 | 1.00 | 0.60 | 3.00 | 0.50 |

A direct search for the lowest $W$ over a fine grid of both densities finds the same charges, to within the grid spacing, for all four plates.

The voltages are all a few volts, yet the fields are large because the plates are thin. For a layer a few nanometres thick, it would be wrong to assume that compensation has removed the internal field.

### Numbers for a plate you can hold

Now let $d=0.5$ mm and $R=20$ mm, and look 20 mm above the positive face.

If the disc were bare, the voltage between its faces would be $3.39\times10^6\ \mathrm{V/cm}\times0.05\ \mathrm{cm}=170$ kV. This is a formal result of the linear model; a real crystal would not sustain it. The net face charge would be $9000/10=900\ \mathrm{statC/cm^2}$, and (3) gives an outside field of 49 statV/cm, about 15 kV/cm. The full disc solution gives 50 statV/cm. At this point even the bare disc shows only $4\times10^{-4}$ of the $4\pi P_0$ you expected. Closer in the field is larger. Just outside the centre of the face, (3) with $h=0$ gives about $1.2\times10^{-3}$ of $4\pi P_0$, or 42 kV/cm, more than the roughly 30 kV/cm at which air breaks down over centimetre gaps. Near the rim, where (3) does not apply, it reaches about 2 % of $4\pi P_0$ at half a thickness above the edge and more closer to it. All these values are far below $4\pi P_0$.

At equilibrium the ions pin the voltage at 3 V. The uncompensated fraction is

$$1-\frac{\sigma}{P_0}=\frac{3\ \mathrm{V}}{170\ \mathrm{kV}}=1.8\times10^{-5}.$$

The inside field drops to $3\ \mathrm{V}/0.05\ \mathrm{cm}=60$ V/cm, and the outside field to about 0.26 V/cm. Meanwhile $P/P_0=0.99998$. The outside value is only a rough estimate, because the model omits the dipole moments of the adsorbed layers, which add potential steps of their own. A step of 1 V would change it by about 0.09 V/cm. The uniform inside field is an idealization too: by Gauss's law, a fixed charge density of only $7\times10^9$ elementary charges per cm³ would change it by 60 V/cm from one face to the other.

So for a disc of this shape, a small outside field tells you that $P_0-\sigma$ is small. It says nothing about the size of $P_0$.

### Why heating brings the field back

The compensating charge was adjusted to the old value of $P_0$. If the temperature changes, $P_0$ changes, and $\sigma$ needs time to follow.

Let $p=dP_0/dT$ and let the plate be heated at a constant rate $r$, starting from equilibrium. Let $y$ be the change of $P_0-\sigma$ from its resting value. By (1), the inside field changes by $\delta E=-4\pi y/\varepsilon$.

Suppose charge can leak between the faces and exchange readily with the surface states and the adsorbed ions. At rest the field is not zero, but there is no net transfer, because $eV$ just balances the transfer cost. I assume the simplest law for the return to rest: a current proportional to the departure from it, $J=g\,\delta E$, with a constant effective conductivity $g$. This is a model of the relaxation, not Ohm's law for the total field, which would give a current even at rest. A current along $+z$ brings positive charge to the upper face and reduces $\sigma$, so

$$\frac{d\sigma}{dt}=-g\,\delta E=\frac{4\pi g}{\varepsilon}y=\frac{y}{\tau},\qquad \tau=\frac{\varepsilon}{4\pi g}.$$

Since $P_0$ changes at the rate $pr$,

$$\frac{dy}{dt}=pr-\frac y\tau,\qquad y(0)=0 .$$

A constant solution is $y=pr\tau$; adding the decaying solution $-pr\tau e^{-t/\tau}$ satisfies the starting condition. Hence

$$\delta E=-\frac{4\pi p r\tau}{\varepsilon}\left(1-e^{-t/\tau}\right). \tag{4}$$

For $t\ll\tau$ the bracket is $t/\tau$, and with $\Delta T=rt$ the change is $-4\pi p\,\Delta T/\varepsilon$: the charge is frozen, and the whole change of polarization shows. For $t\gg\tau$ it is smaller than this by the factor $\tau/t$, because leakage keeps pace. The constants $p$, $g$ and $\varepsilon$, and the transfer costs, are assumed not to vary during the heating.

Take $p=-1.5\ \mathrm{statC/(cm^2\,K)}$, $g=0.01\ \mathrm{s^{-1}}$ and $\Delta T=10$ K. Then $\tau=10/(4\pi\times0.01)=80$ s, and $P_0$ falls by 15 statC/cm², less than 0.2 %. With frozen charge the inside field would change by $4\pi\times15/10=18.8$ statV/cm, or 5.65 kV/cm, which is 283 V across the disc.

- **Heating in 5 s.** Little charge leaks. The inside field changes by $+5.48$ kV/cm, or 274 V across the plate, and the outside field by $-24$ V/cm.
- **Heating in 5000 s.** The inside field changes by $+90$ V/cm, or 4.5 V across the plate, and the outside field by $-0.4$ V/cm.

The signs show what has happened. Before heating, the inside field was $-60$ V/cm. After fast heating it is about $+5.4$ kV/cm: $P_0$ has dropped below $\sigma$, so the disc is overcompensated and its outside field has reversed. If the temperature is then held, $r=0$ and the departure decays as $e^{-t/\tau}$. Slow heating also reverses the small resting field, but leaves only tens of volts per centimetre.

This is how a highly insulating crystal can look electrically inert on the bench and still respond when it is heated. The insulation matters: the value of $g$ used here corresponds to a resistivity of about $9\times10^{13}\ \Omega\,\mathrm{cm}$. At $10^9\ \Omega\,\mathrm{cm}$ the same model gives $\tau$ of about 1 ms, and heating in 5 s then changes the inside field by only about 1 V/cm. At that resistivity the mobile carriers may already make the field nonuniform, so this is only a rough guide. These estimates assume a uniform inside field. They do not cover a doped crystal with depletion layers at its faces, where the field varies with depth and the surface charge may follow slowly. At rest you see the small remainder $P_0-\sigma$; during a fast temperature change you see the part of the change in $P_0$ that the compensating charge has not yet followed. The numerical output below gives the values to more digits.

## Values computed for the example and the checks

```
P0 = 9000 statC/cm^2 = 0.0300 C/m^2
Dielectric constant = 10.0
Charge density needed, P0/e = 1.8737e+13 cm^-2
Surface-state limit = 1.000e+13 cm^-2
Transfer costs: states 2.0 eV, ions 3.0 eV
First transfer thickness d1 = 5.899 nm
State exhaustion thickness d2 = 12.650 nm
Ion adsorption thickness d3 = 18.975 nm
d=4 nm: states=0.000e+00, ions=0.000e+00 cm^-2, voltage=1.356 V, |E_in|=3.391 MV/cm
d=9 nm: states=6.457e+12, ions=0.000e+00 cm^-2, voltage=2.000 V, |E_in|=2.222 MV/cm
d=16 nm: states=1.000e+13, ions=0.000e+00 cm^-2, voltage=2.530 V, |E_in|=1.581 MV/cm
d=60 nm: states=1.000e+13, ions=5.974e+12 cm^-2, voltage=3.000 V, |E_in|=0.500 MV/cm
Disc thickness = 0.50 mm, radius = 20.00 mm
Height of outside point = 20.00 mm
Naive outside field 4 pi P0 = 1.1310e+05 statV/cm
Bare net face charge = 900.0 statC/cm^2
Bare inside field = -1.1310e+04 statV/cm = -3.3906 MV/cm
Bare voltage = 169.53 kV
Bare outside field, thin-plate formula = 49.057 statV/cm = 14.707 kV/cm
Bare outside field, full disc solution = 50.264 statV/cm
Bare outside field / (4 pi P0) = 4.338e-04
Disc: states=1.0000e+13, ions=8.7372e+12 cm^-2
Uncompensated fraction 1-sigma/P0 = 1.7696e-05
Remaining polarization P/P0 = 0.999984
Compensated inside field = -60.000 V/cm
Compensated voltage = 3.000 V
Compensated outside field = 0.2603 V/cm
Pyroelectric coefficient = -1.50 statC/(cm^2 K)
Temperature rise = 10.0 K
Leakage conductivity = 0.010 s^-1, tau = 79.58 s
Frozen-charge inside field change = 5650.95 V/cm
Frozen-charge E_in*d change = 282.55 V
Heating in 5 s: inside change=5477.09 V/cm, E_in*d change=273.854 V, outside change=-23.757 V/cm
Heating in 5000 s: inside change=89.94 V/cm, E_in*d change=4.497 V, outside change=-0.390 V/cm
Outside-formula error, eps=1, R/d=10: 0.09 %
Outside-formula error, eps=1, R/d=40: 0.11 %
Outside-formula error, eps=10, R/d=10: 8.61 %
Outside-formula error, eps=10, R/d=40: 2.46 %
Outside-formula error, eps=10, R/d=160: 0.76 %
```
